# The planar critical angle from the Lindhard standard potential, part 1

(Sections cited here and not found follow in the second part.)

## First half: one plane of atoms

**Q.** I am told that an ion moving almost parallel to an atomic plane is turned back if its angle is small enough, and that the limiting angle goes as the square root of areal charge times screening length over energy. My first doubt is about the areal charge. The plane consists of neutral atoms, so its charge per area is zero.

**A.** The charge meant is that of the nuclei alone. Let the plane hold \(n\) atoms per area, each with nuclear charge number \(Z_2\). Then

\[
\sigma = Z_2 n
\]

is the areal nuclear charge. The electrons cancel it at large distance, and they enter through the screening length \(a\). I use Hartree atomic units, in which \(\hbar\), the electron mass, the elementary charge and \(4\pi\varepsilon_0\) are all one.

The interaction between an ion of charge number \(Z_1\) and one atom at distance \(r\) is taken to be the Lindhard standard potential,

\[
V(r)=Z_1Z_2\left[\frac1r-\frac1{\sqrt{r^2+c^2}}\right],\qquad c=\sqrt3\,a .
\]

This is a model of screening. The first term is the bare repulsion of the nuclei, and the second is the screening. Close in, where \(r\ll c\), the second term tends to the constant \(1/c\) and the repulsion is nearly bare. Far out,

\[
\frac1{\sqrt{r^2+c^2}}=\frac1r\left(1+\frac{c^2}{r^2}\right)^{-1/2}\approx\frac1r-\frac{c^2}{2r^3},
\]

so that \(V\approx Z_1Z_2c^2/(2r^3)\). The Coulomb tails cancel, as they should for a neutral atom.

**Q.** Is \(a\) independent of the charges? If it is not, the claimed law hides part of its dependence on \(Z_2\).

**A.** In general \(a\) depends on \(Z_1\) and \(Z_2\), because the electron clouds that screen the nuclei depend on them. The law has to be read with \(a\) as a separate variable. If one atom is exchanged for another, both \(\sigma\) and \(a\) change, and both changes must be put in.

**Q.** The ion meets atoms, one after another. With what right do you speak of a plane?

**A.** Let \(y\) be the distance from the plane. An ion at a small angle \(\psi\) travels a length \(L\) along the plane while its height changes by about \(\psi L\). If it passes many atoms, at well-spread sideways distances, before its height changes appreciably, their separate pushes add up to nearly the average push at that height. The average over all positions of the ion parallel to the plane is the force from a sheet with potential

\[
Y(y)=n\int V\!\left(\sqrt{y^2+\rho^2}\right)d^2\rho
=n\int_0^\infty 2\pi\rho\,V\!\left(\sqrt{y^2+\rho^2}\right)d\rho ,
\]

where \(\rho\) is the distance measured in the plane from the foot of the perpendicular. This replacement is an approximation, called the continuum approximation. Whether enough atoms are passed can be asked once the turning point is known. For now the atoms are also fixed at their sites, and the ion loses no energy to electrons.

**Q.** Put the two terms of \(V\) into that integral. Each one diverges, because \(\rho/\rho\) does not fall off. You are subtracting infinity from infinity.

**A.** The combined integrand is harmless: at large \(\rho\) it behaves as \(\rho\cdot\rho^{-3}=\rho^{-2}\), and its integral converges. To evaluate it I integrate both terms over the same disk of radius \(P\), subtract, and then let \(P\) grow. Since the derivative of \(\sqrt{y^2+\rho^2}\) with respect to \(\rho\) is \(\rho/\sqrt{y^2+\rho^2}\),

\[
\int_0^P\frac{\rho\,d\rho}{\sqrt{y^2+\rho^2}}=\sqrt{y^2+P^2}-|y| .
\]

The second term has \(y^2+c^2\) in place of \(y^2\), so

\[
\int_0^P\frac{\rho\,d\rho}{\sqrt{y^2+c^2+\rho^2}}=\sqrt{y^2+c^2+P^2}-\sqrt{y^2+c^2} .
\]

The difference of the two is

\[
\sqrt{y^2+c^2}-|y|-\left[\sqrt{y^2+c^2+P^2}-\sqrt{y^2+P^2}\right].
\]

Multiplying and dividing the bracket by the sum of its two roots turns it into

\[
\frac{c^2}{\sqrt{y^2+c^2+P^2}+\sqrt{y^2+P^2}},
\]

which vanishes as \(c^2/(2P)\). With the prefactor \(2\pi nZ_1Z_2=2\pi Z_1\sigma\) restored,

\[
Y(y)=K\left[\sqrt{y^2+c^2}-|y|\right],\qquad K=2\pi Z_1\sigma .
\]

**Q.** At a nucleus \(V\) is infinite. Yet your sheet has the finite height \(Y(0)=Kc\). Has the averaging thrown away the very repulsion that should stop the ion?

**A.** It has spread that repulsion over the plane. Near a nucleus \(V\) grows as \(1/\rho\), but the ring at radius \(\rho\) has an area proportional to \(\rho\), so the contribution stays finite. An ion aimed straight at a nucleus does feel far more than \(Y(0)\), and one passing midway between nuclei feels far less. The sheet describes the mean.

The force shows the physics. For \(y>0\), write \(R=\sqrt{y^2+c^2}\). Then

\[
-\frac{dY}{dy}=K\left(1-\frac yR\right)=2\pi Z_1\sigma\left(1-\frac yR\right).
\]

Right at the sheet this is \(2\pi Z_1\sigma\), the force on a charge \(Z_1\) from a bare sheet of areal charge \(\sigma\). By Gauss's law, the field at height \(y\) is \(2\pi\) times the net areal charge between \(-y\) and \(y\). The electrons in that layer therefore cancel the fraction \(y/R\) of the nuclear charge. The barrier is the full sheet force acting over a distance of the order of the screening length, and this is why the product \(\sigma a\) appears.

Far away, expansion of the root gives

\[
Y(y)\approx\frac{Kc^2}{2|y|}\qquad(|y|\gg c).
\]

The tail is long, a consequence of the \(r^{-3}\) tail of this model potential.

**Q.** Give me some numbers, so that I can see the size of the barrier.

**A.** I take round model parameters, close to those of boron ions and the (110) planes of silicon but not fitted to them: \(Z_1=5\), \(Z_2=14\), \(n=0.025\ \text{bohr}^{-2}\), \(a=0.3\) bohr and ion energy \(E=4000\) hartree, which is 108.8 keV. Then

\[
\sigma=14\times0.025=0.350\ \text{bohr}^{-2},
\]
\[
K=2\pi\times5\times0.350=10.996\ \text{hartree/bohr},
\]
\[
Y(0)=\sqrt3\times10.996\times0.3=5.713\ \text{hartree}=155.5\ \text{eV}.
\]

**Q.** That settles it against you. The ion has 109 keV and the barrier has 0.16 keV. It will go straight through.

**A.** It would if it came head on. But \(Y\) depends on \(y\) alone, so the sheet exerts no force parallel to itself, and the momentum along the plane is conserved. The energy in that motion cannot be spent on climbing the barrier. What can be spent is the kinetic energy of the normal motion. For a non-relativistic ion of mass \(M\) and speed \(v\), with angle \(\psi\) to the plane far away,

\[
\tfrac12M(v\sin\psi)^2=E\sin^2\psi ,\qquad E=\tfrac12Mv^2 .
\]

Far from the isolated sheet \(Y\) vanishes. Subtracting the conserved parallel part from the conserved total energy leaves, at any height,

\[
\tfrac12Mv_y^2+Y(y)=E\sin^2\psi .
\]

The ion turns where \(v_y=0\), so the turning height \(y_t\) obeys \(Y(y_t)=E\sin^2\psi\). For small angles \(\sin\psi\) is replaced by \(\psi\), which gives

\[
Y(y_t)=E\psi^2 .
\]

If \(E\psi^2\) is larger than \(Y(0)\), there is no turning point, and the ion crosses the sheet. The limiting angle is therefore

\[
\psi_b=\sqrt{\frac{Y(0)}{E}}=\sqrt{\frac{2\pi\sqrt3\,Z_1\sigma a}{E}} .
\]

In the example it is \(\sqrt{5.713/4000}=0.03779\) rad, or 2.165°. Since \(\sin\psi\approx\psi(1-\psi^2/6)\), the small-angle step has a relative error of about \(\psi^2/6=2\times10^{-4}\) here.

**Q.** The mass has vanished. Should a heavy ion not be harder to turn?

**A.** At equal speed it is, because its energy is larger. At equal energy the heavier ion is slower and stays longer in the field, and the two effects compensate. The normal energy that the sheet can turn back is \(Y(0)\) whatever \(E\) is. Raising \(E\) fourfold halves the angle at which that normal energy is reached.

**Q.** I still do not accept \(\psi_b\) as a limit for channelling. An ion at that angle reaches \(y=0\), where the nuclei are. It will be scattered out of any orderly motion.

**A.** That is a sound objection to using the top of the sheet. One can demand instead that the ion stay at least a distance \(y_{\min}\) away. The condition becomes \(E\psi^2=Y(y_{\min})\). Let \(y_{\min}=\eta a\), with \(\eta\) a fixed number. Then

\[
Y(\eta a)=K\left[\sqrt{\eta^2a^2+3a^2}-\eta a\right]=Ka\left[\sqrt{\eta^2+3}-\eta\right],
\]

and the angle is

\[
\psi=\sqrt{\frac{2\pi Z_1\sigma a}{E}}\;\sqrt{\sqrt{\eta^2+3}-\eta}\, .
\]

The square-root law survives and the prefactor changes. For \(\eta=0\) we are back at \(\psi_b\). For \(\eta=1\) the bracket is \(\sqrt4-1=1\), so

\[
\psi_a=\sqrt{\frac{2\pi Z_1\sigma a}{E}} .
\]

This simple form thus belongs to a closest approach of one screening length. In the example \(Ka=10.996\times0.3=3.299\) hartree and \(\psi_a=\sqrt{3.299/4000}=0.02872\) rad, or 1.645°. The ratio \(\psi_b/\psi_a\) is \(3^{1/4}=1.316\).

**Q.** You chose \(y_{\min}\) proportional to \(a\). Suppose it is set by the thermal vibration of the atoms, which has nothing to do with \(a\).

**A.** Then the law in \(a\) changes. Keep \(y_{\min}\) fixed and let \(R=\sqrt{y_{\min}^2+3a^2}\). Since \(\psi^2\) is proportional to \(R-y_{\min}\) and \(dR/da=3a/R\),

\[
\frac{d\ln\psi}{d\ln a}=\frac12\,\frac{3a^2}{R(R-y_{\min})} .
\]

Now \(3a^2=R^2-y_{\min}^2=(R-y_{\min})(R+y_{\min})\), so

\[
\frac{d\ln\psi}{d\ln a}=\frac12\left(1+\frac{y_{\min}}R\right).
\]

The exponent is one half for \(y_{\min}=0\) and approaches one when \(y_{\min}\gg a\). At \(y_{\min}=a\), where \(R=2a\), it is three quarters. The dependence on \(\sigma\) and \(E\) remains a square root. The statement you were told therefore needs a condition: the closest approach must be zero or a fixed multiple of \(a\).

**Q.** And an ion below these angles, how close does it come?

**A.** Measure its normal energy by \(w=(\psi/\psi_a)^2\), so that \(E\psi^2=wKa\). The turning condition is

\[
\sqrt{y_t^2+3a^2}=wa+y_t .
\]

Both sides are positive, so squaring adds no false root:

\[
y_t^2+3a^2=w^2a^2+2way_t+y_t^2 .
\]

The squares of \(y_t\) cancel, and

\[
y_t=\frac{a(3-w^2)}{2w} .
\]

At \(w=1\) this returns \(y_t=a\), and at \(w=\sqrt3\) it returns \(y_t=0\). At half the angle \(\psi_a\) we have \(w=1/4\), and the ion turns at \(0.3\times(3-0.0625)/0.5=1.7625\) bohr, nearly six screening lengths away. Halving the angle has moved the turning point a long way out, because the tail of the sheet potential is long.

## Second half: a stack of planes, and real atoms

**A.** These are the symbols and results carried over. An ion of charge number \(Z_1\) and energy \(E\) approaches a plane with \(n\) atoms per area and areal nuclear charge \(\sigma=Z_2n\). The screening length is \(a\), \(c=\sqrt3\,a\), and \(K=2\pi Z_1\sigma\). The smeared plane has the potential \(Y(y)=K[\sqrt{y^2+c^2}-|y|]\). An isolated plane is surmounted at \(\psi_b=\sqrt{Kc/E}\), and it is approached to \(y=a\) at \(\psi_a=\sqrt{Ka/E}\). With \(w=(\psi/\psi_a)^2\), the turning height is \(y_t=a(3-w^2)/(2w)\). The example has \(Z_1=5\), \(Z_2=14\), \(n=0.025\ \text{bohr}^{-2}\), \(a=0.3\) bohr and \(E=4000\) hartree, so that \(Kc=5.713\) hartree, \(\psi_a=0.02872\) rad and \(\psi_b=0.03779\) rad.

**Q.** A crystal has many parallel planes. Your potential falls off as \(1/|y|\), so the sum over planes is infinite. Does the whole result collapse?

**A.** The sum does diverge, logarithmically, in this model. But an ion between two planes responds to differences of potential, and those converge. Let the spacing be \(d\), and write \(f(y)=\sqrt{y^2+c^2}-y\) for \(y\ge0\). Take planes at \(jd\) with \(j\) from \(-N\) to \(N\). On the central plane the potential is

\[
K\left[f(0)+2\sum_{j=1}^{N}f(jd)\right].
\]

Midway between the central plane and its right neighbour there are \(N\) planes to the right and \(N+1\) to the left, at half-odd multiples of \(d\). The potential there is

\[
K\left[2\sum_{j=0}^{N-1}f\big((j+\tfrac12)d\big)+f\big((N+\tfrac12)d\big)\right].
\]

The last term vanishes as \(N\) grows. The barrier \(\Delta U\) from mid-channel to plane is the limit of the difference:

\[
\frac{\Delta U}{K}=c+\lim_{N\to\infty}2\left[\sum_{j=1}^{N}f(jd)-\sum_{j=0}^{N-1}f\big((j+\tfrac12)d\big)\right].
\]

**Q.** That is a definition. I want to see how far it lies from \(Kc\).

For an isolated smeared plane the limiting angles are now known, and the barrier in a stack of planes has been defined as a limit of differences of potential. It remains to find how far that barrier lies from \(Kc\), and to ask whether the ion passes enough atoms for the smearing to be justified.

Numerical values quoted here were computed with a short program.
